\section*{Mass-Velocity Energy of the Thomas-Fermi Atom with an Inner Cutoff}

\section{Problem}

Hartree atomic units are used, so the speed of light is $c=1/\alpha$, with $\alpha$ the fine-structure constant. Expanding the relativistic kinetic energy of an electron for $p\ll c$ gives
\begin{equation}
\sqrt{p^2c^2+c^4}-c^2=\frac{p^2}{2}-\frac{\alpha^2p^4}{8}+\dots
\end{equation}
The second term, averaged over the nonrelativistic state and summed over electrons, is the first-order mass-velocity energy
\begin{equation}
E_{\rm MV}=-\frac{\alpha^2}{8}\sum_i\langle p^4\rangle_i .
\label{eq:def}
\end{equation}
Take a neutral atom with a point nucleus of charge $Z$. Evaluate $E_{\rm MV}$ from its Thomas-Fermi (TF) density, treating the electrons at each point as a uniform gas.

\begin{enumerate}
\item Keep only the region $r>r_c$. What happens as $r_c\to0$?
\item Set $r_c=a/Z$ with $a$ fixed. Which power of $Z$ leads at large $Z$, and what corrects it?
\item Why should the cutoff be proportional to $1/Z$, and what determines $a$?
\item Apply the results to erbium, $Z=68$.
\end{enumerate}

The Darwin and spin-orbit terms, which are of the same order in $\alpha$, are not included.

\section{First estimate by scaling}

Close to the nucleus the potential energy is about $-Z/r$, so the largest local momentum is $p\sim(Z/r)^{1/2}$. The density is of order $p^3$, and the number of electrons within a distance of order $r$ is
\begin{equation}
N(r)\sim r^3p^3\sim (Zr)^{3/2}.
\end{equation}
Their contribution to $\sum\langle p^4\rangle$ is
\begin{equation}
N(r)\,p^4\sim (Zr)^{3/2}\frac{Z^2}{r^2}=Z^{7/2}r^{-1/2}.
\label{eq:scaling}
\end{equation}
This grows without limit towards the nucleus. However, $N(r)$ falls to order one at $r\sim1/Z$, and a statistical description of the electrons has no basis further in. Stopping there gives $|E_{\rm MV}|\sim\alpha^2Z^4$. The bulk of the atom, at $r\sim Z^{-1/3}$, gives the smaller power $\alpha^2Z^{11/3}$.

For erbium the estimate is $\alpha^2Z^4=1139$ hartree, with an unknown factor of order one.

\section{Solution}

\subsection{The energy as a radial integral}

In a uniform gas with two spin states, all momenta up to $p_F$ are filled. The density and the $p^4$ density are
\begin{align}
n&=\frac{2}{(2\pi)^3}\int_0^{p_F}4\pi p^2\,dp=\frac{p_F^3}{3\pi^2},\\
\frac{2}{(2\pi)^3}\int_0^{p_F}4\pi p^2\,p^4\,dp&=\frac{1}{\pi^2}\,\frac{p_F^7}{7}.
\end{align}
Inserting the second result in Eq.~\eqref{eq:def} gives
\begin{equation}
E_{\rm MV}=-\frac{\alpha^2}{8}\int4\pi r^2\frac{p_F^7}{7\pi^2}\,dr
=-\frac{\alpha^2}{14\pi}\int r^2p_F^7\,dr .
\label{eq:pf7}
\end{equation}

Write the potential energy of an electron as $V=-Z\phi/r$, with $\phi=1$ at the nucleus. In the neutral TF atom the highest filled energy is zero, so $p_F^2/2+V=0$ and
\begin{equation}
p_F^2=\frac{2Z\phi}{r}.
\label{eq:pf}
\end{equation}
Away from the nucleus, Poisson's equation is $\nabla^2(Z\phi/r)=4\pi n$. Since $\nabla^2(\phi/r)=(1/r)\,d^2\phi/dr^2$,
\begin{equation}
\frac{d^2\phi}{dr^2}=\frac{4\pi r}{Z}\,\frac{1}{3\pi^2}\left(\frac{2Z\phi}{r}\right)^{3/2}
=\frac{8\sqrt2}{3\pi}\,Z^{1/2}\frac{\phi^{3/2}}{r^{1/2}} .
\end{equation}
Setting $r=\ell x$ multiplies the right-hand side by $\ell^2\ell^{-1/2}=\ell^{3/2}$. The constants disappear if
\begin{equation}
\ell=\beta Z^{-1/3},\qquad \beta=\left(\frac{3\pi}{8\sqrt2}\right)^{2/3}=0.8853 ,
\end{equation}
which leaves $\phi''=\phi^{3/2}/x^{1/2}$ with $\phi(0)=1$ and $\phi(\infty)=0$. Its numerical solution has initial slope $\phi'(0)=-B$, with $B=1.588$.

\subsection{The divergence}

Equations \eqref{eq:pf7} and \eqref{eq:pf} give
\begin{equation}
E_{\rm MV}(r_c)=-\frac{\alpha^2}{14\pi}(2Z)^{7/2}\int_{r_c}^{\infty}r^{-3/2}\phi^{7/2}\,dr .
\label{eq:cut}
\end{equation}
Near the nucleus $\phi\to1$, and the integral grows as $2r_c^{-1/2}$. The energy therefore tends to $-\infty$ as $r_c\to0$. The electron number stays finite, because its integrand is proportional to $r^2r^{-3/2}=r^{1/2}$. The fault lies in the small amount of charge, a fraction of one electron, that is placed very near the nucleus and weighted by $p^4$.

\subsection{The cutoff at $a/Z$}

Let $x_c=r_c/\ell$ and separate the singular part of the integral:
\begin{align}
J(x_c)&=\int_{x_c}^\infty x^{-3/2}\phi^{7/2}\,dx
=2x_c^{-1/2}-\int_{x_c}^\infty x^{-3/2}\bigl(1-\phi^{7/2}\bigr)dx\nonumber\\
&=2x_c^{-1/2}-K+\int_0^{x_c}x^{-3/2}\bigl(1-\phi^{7/2}\bigr)dx ,
\end{align}
where $K$ is the integral of $x^{-3/2}(1-\phi^{7/2})$ from $0$ to $\infty$. It converges, since $1-\phi^{7/2}=\tfrac72Bx+O(x^{3/2})$ at small $x$. The same expansion gives the last integral:
\begin{equation}
J(x_c)=2x_c^{-1/2}-K+7Bx_c^{1/2}+O(x_c).
\label{eq:J}
\end{equation}
To compute $K$, integrate by parts with $-2x^{-1/2}$ as the antiderivative of $x^{-3/2}$. The boundary terms vanish at both ends. With $x=t^2$,
\begin{equation}
K=7\int_0^\infty x^{-1/2}\phi^{5/2}(-\phi')\,dx
=14\int_0^\infty\phi^{5/2}(-\phi')\,dt=7.590 .
\end{equation}

In Eq.~\eqref{eq:cut} the radial integral equals $\ell^{-1/2}J$, with $\ell^{-1/2}=\beta^{-1/2}Z^{1/6}$, and the prefactor is $(2Z)^{7/2}/(14\pi)=4\sqrt2\,Z^{7/2}/(7\pi)$. For $r_c=a/Z$ one has $x_c=aZ^{-2/3}/\beta$. The three terms of Eq.~\eqref{eq:J} then carry the powers
\begin{equation}
\tfrac72+\tfrac16+\tfrac13=4,\qquad \tfrac72+\tfrac16=\tfrac{11}{3},\qquad \tfrac72+\tfrac16-\tfrac13=\tfrac{10}{3},
\end{equation}
and the energy is
\begin{equation}
\boxed{E_{\rm MV}=-\alpha^2\left[\frac{C}{\sqrt a}\,Z^4-D\,Z^{11/3}+F\sqrt a\,Z^{10/3}+O(Z^3)\right]}
\label{eq:main}
\end{equation}
with
\begin{equation}
C=\frac{8\sqrt2}{7\pi}=0.5145,\quad
D=\frac{4\sqrt2\,K}{7\pi\sqrt\beta}=2.075,\quad
F=\frac{4\sqrt2\,B}{\pi\beta}=3.23 .
\end{equation}
The length $\beta$ has cancelled from the leading term, which comes from the unscreened Coulomb region.

The power 4 depends on the choice of cutoff. If $r_c\propto Z^{-q}$ with $q>1/3$, the leading term is $Z^{7/2}r_c^{-1/2}\propto Z^{(7+q)/2}$, and this is $Z^4$ only for $q=1$.

\subsection{Why $1/Z$, and what fixes $a$}

A local uniform gas requires the reduced wavelength $1/p_F$ to change little over its own length. Near the nucleus $1/p_F=(r/2Z)^{1/2}$, so the condition is
\begin{equation}
\frac{d}{dr}\left(\frac{r}{2Z}\right)^{1/2}=\frac{1}{2\sqrt{2Zr}}\ll1 .
\end{equation}
The left-hand side reaches one at $r=1/(8Z)$. The failure thus occurs at a distance proportional to $1/Z$, but this criterion does not give a precise $a$.

The coefficient comes from the inner orbitals. For a hydrogenic state, $\varepsilon=-Z^2/(2n^2)$ and $p^2\psi=2(\varepsilon+Z/r)\psi$. The norm of $p^2\psi$ gives
\begin{equation}
\langle p^4\rangle=4\left[\varepsilon^2+2\varepsilon Z\langle r^{-1}\rangle+Z^2\langle r^{-2}\rangle\right].
\end{equation}
The two averages follow from derivatives of the energy with respect to parameters of the radial Hamiltonian. The derivative with respect to $Z$ gives $-\langle r^{-1}\rangle=-Z/n^2$. For the derivative with respect to $l$, the number of radial nodes is held fixed, so $n$ grows with $l$, and $(l+\tfrac12)\langle r^{-2}\rangle=Z^2/n^3$. Hence
\begin{equation}
\langle p^4\rangle=4Z^4\left[\frac{1}{4n^4}-\frac1{n^4}+\frac{1}{n^3(l+\frac12)}\right]
=\frac{Z^4}{n^4}\left[\frac{8n}{2l+1}-3\right].
\end{equation}
A filled shell has $2(2l+1)$ electrons for each $l$ from $0$ to $n-1$. Since $\sum_l(2l+1)=n^2$,
\begin{equation}
\sum_{\rm shell}\langle p^4\rangle=\frac{Z^4}{n^4}\left(16n^2-6n^2\right)=\frac{10Z^4}{n^2}.
\end{equation}
The sum over all shells converges, and with $\sum_n n^{-2}=\pi^2/6$,
\begin{equation}
E_{\rm MV}^{\rm Coulomb}=-\frac{\alpha^2}{8}\,10Z^4\,\frac{\pi^2}{6}=-\frac{5\pi^2}{24}\,\alpha^2Z^4=-2.056\,\alpha^2Z^4 .
\end{equation}
The orbital treatment therefore gives a finite $Z^4$ term without any cutoff. The TF formula has the same leading coefficient if $C/\sqrt a=5\pi^2/24$, that is, for
\begin{equation}
a^*=\left(\frac{24C}{5\pi^2}\right)^2=\frac{73728}{1225\,\pi^6}=0.0626 .
\end{equation}

For a screened atom, choose a radius $R$ between $1/Z$ and $Z^{-1/3}$, far from both. Inside $R$ the orbitals are nearly hydrogenic; outside it the TF gas is adequate. The outer part contributes $-\alpha^2[CZ^{7/2}R^{-1/2}-DZ^{11/3}]$ to this order. The inner part is the full Coulomb result without its tail beyond $R$, or $-\alpha^2[\tfrac{5\pi^2}{24}Z^4-CZ^{7/2}R^{-1/2}]$. The dependence on $R$ cancels in the sum:
\begin{equation}
E_{\rm MV}\simeq-\alpha^2\left[\frac{5\pi^2}{24}Z^4-D\,Z^{11/3}\right].
\label{eq:two}
\end{equation}
This is a semiclassical matching argument, not a proof. The numerical check tests it against orbital sums.

\section{Comparison, with erbium as the example}

Without a cutoff the TF energy of erbium has no meaning: it is $-2.19\times10^4$ hartree for $r_c=10^{-5}$ bohr and $-2.24\times10^5$ hartree for $r_c=10^{-7}$ bohr. Reducing $r_c$ by 100 multiplies it by about 10, as $r_c^{-1/2}$ requires.

The reference is a sum of $\langle p^4\rangle$ over the orbitals of 68 independent electrons in the TF potential, filled in order of energy inside a sphere of radius 15 bohr. For this one radius and one radial mesh it gives $-1765$ hartree ($-48.0$ keV), of which the two $1s$ electrons supply 78\%. Equation \eqref{eq:two} gives
\begin{equation}
E_{\rm MV}\simeq-1138.6\left(2.0562-\frac{2.0750}{68^{1/3}}\right)
=-1138.6\times1.5478=-1762\ \text{hartree}.
\end{equation}
The scaling estimate thus had the right leading power, and its missing factor is 1.55 for erbium. That factor approaches 2.06 slowly, because the correction falls only as $Z^{-1/3}$. In a formal nonrelativistic calculation with $Z=340$ the orbital sum gives 1.759, as does Eq.~\eqref{eq:two}.

Direct integration of Eq.~\eqref{eq:cut} for erbium shows how much depends on $a$:
\begin{center}
\begin{tabular}{ccc}
$a$ & $E_{\rm MV}$ (hartree) & $-E_{\rm MV}/(\alpha^2Z^4)$\\
1 & $-197$ & 0.173\\
1/8 & $-1153$ & 1.012\\
$a^*=0.0626$ & $-1816$ & 1.595
\end{tabular}
\end{center}
For $a=1$ the first two terms of Eq.~\eqref{eq:main}, divided by $-\alpha^2Z^4$, are $0.514$ and $-0.508$. They nearly cancel, so at this $Z$ the $Z^4$ term does not yet dominate. With $a^*$ the result is 3\% larger in magnitude than the orbital sum. In units of $\alpha^2Z^4$ the excess is $1.595-1.550=0.045$. It is close to, and slightly smaller than, the third term of Eq.~\eqref{eq:main}, $F\sqrt{a^*}\,Z^{-2/3}=0.049$. That term arises from the sharp cutoff and is absent from Eq.~\eqref{eq:two}, whose value 1.548 lies within 0.003 of the orbital sum.

The densities show where the gas picture fails. The ratio of orbital to TF density is 0.97 at $Zr=10$ and 1.20 at $Zr=1$, but 0.007 at $Zr=0.01$. The TF density rises as $r^{-3/2}$, while the orbital density stays finite.

There is also a relativistic limit. Near the nucleus $p_F$ reaches $c=1/\alpha$ at $r=2Z\alpha^2$, which is inside the cutoff only if $2(Z\alpha)^2<a$. With $a^*$ this requires $Z\alpha<0.18$, whereas erbium has $Z\alpha=0.50$: the two radii are $2Z\alpha^2=0.0072$ bohr (this takes $\phi=1$; screening lowers it to $0.0069$) and $a^*/Z=0.0009$ bohr. The expansion in $p/c$ is then used beyond its range in the inner part of the region that is kept. That part supplies 77\% of the cut-off energy, and $p_F/c$ reaches 2.8 at $a^*/Z$. Averaging the unexpanded correction $\sqrt{p^2c^2+c^4}-c^2-p^2/2$ over the same gas and the same region gives $-1029$ hartree instead of $-1816$. The erbium energy is the first-order term for independent electrons in the TF potential, without self-consistency or exchange. A self-consistent calculation with local exchange and the configuration $4f^{12}6s^2$ gives about $-1790$ hartree, 1.6\% larger in magnitude, so the agreement within 0.003 found above concerns the TF-potential model and not the real atom. It is useful for studying scaling and is not an accurate relativistic correction. The $Z^4$ law describes the coefficient of $\alpha^2$, taken at fixed $Z$ and then followed to large $Z$.

\section*{Calculated quantities}
\begin{verbatim}
fine-structure constant alpha = 0.00729735
plane-wave p^4 sum / gas formula = 1.00001
TF length factor beta = 0.88534 bohr
TF initial slope B = 1.588071
finite part K = 7.59018
coefficient C = 0.51447
coefficient D = 2.07503
all-shell coefficient 5 pi^2/24 = 2.05617
matched cutoff number a* = 0.06260
cutoff r_c = Z^(-0.333): power of Z found = 3.6667
cutoff r_c = Z^(-1.000): power of Z found = 4.0009
cutoff r_c = Z^(-2.000): power of Z found = 4.5000
10 Coulomb shells, exact coefficient = 1.93721
10 Coulomb shells, TF with a* = 1.93916
Er: Z = 68, Z alpha = 0.4962
Er: TF electron count = 68.0000
Er: alpha^2 Z^4 = 1138.59 hartree
Er: TF E_MV, r_c = 1e-03 bohr: -1723.2 hartree
Er: TF E_MV, r_c = 1e-05 bohr: -21890.0 hartree
Er: TF E_MV, r_c = 1e-07 bohr: -224052.3 hartree
Er: TF E_MV, r_c = 1e-09 bohr: -2245727.3 hartree
Er: growth ratio per factor 100 in r_c = 10.0003
Er: TF E_MV, a = 1.0000: -197.1 hartree
    its coefficient of -alpha^2 Z^4 = 0.1731
Er: TF E_MV, a = 0.1250: -1152.6 hartree
    its coefficient of -alpha^2 Z^4 = 1.0123
Er: TF E_MV, a = 0.0626: -1815.9 hartree
    its coefficient of -alpha^2 Z^4 = 1.5948
Er: orbital-sum E_MV = -1765.2 hartree
Er: orbital-sum E_MV = -48.03 keV
Er: orbital-sum coefficient = 1.5503
Er: two-term coefficient = 1.5478
Er: two-term E_MV = -1762.3 hartree
Er: 1s share of orbital sum = 78.0 percent
Er: orbital/TF density at Zr = 0.01: 0.0072
Er: orbital/TF density at Zr = 1: 1.1960
Er: orbital/TF density at Zr = 10: 0.9703
Er: 1/Z = 0.01471 bohr
Er: 1/(8Z) = 0.00184 bohr
Er: a*/Z = 0.000921 bohr
Er: radius where p_F = 1/alpha, 2 Z alpha^2 = 0.00724 bohr
formal Z = 340: orbital-sum coefficient = 1.7593
formal Z = 340: two-term coefficient = 1.7589
\end{verbatim}
